# Evanescent states in the two-band gap of In0.53Ga0.47As

## The question

An electron with energy in the band gap of a semiconductor has no travelling state, but it can penetrate a finite distance. This question concerns that penetration in In\(_{0.53}\)Ga\(_{0.47}\)As, a direct-gap channel material considered for tunnel transistors.

Use a model with one conduction band and one light valence band. The energy \(E\) is measured from the valence edge, and the wave vector \(k\) lies along the transport direction \(x\). The slowly varying amplitudes \((a,b)\) of the conduction and valence edge states obey

\[
\begin{pmatrix} E_g & Pk\\ Pk & 0\end{pmatrix}
\begin{pmatrix} a\\ b\end{pmatrix}
=E\begin{pmatrix} a\\ b\end{pmatrix}.
\]

Here \(E_g\) is the gap and \(P>0\) is the interband coupling, an energy times a length. The free-electron kinetic energy, all other bands and the transverse wave vector are left out until they are introduced below.

Data, rough values for 300 K: \(E_g=0.74\) eV and conduction-edge mass \(m=0.042\,m_0\), where \(m_0\) is the free-electron mass. Also \(A\equiv\hbar^2/(2m_0)=0.0381\) eV nm\(^2\).

## Part (a): the bands and the coupling

**Question.** Find the relation between \(E\) and \(k\). Express \(P\) through the conduction-edge mass, and find the mass of the light hole in this model.

**Answer.** A nonzero solution \((a,b)\) requires a vanishing determinant:

\[
(E_g-E)(-E)-P^2k^2=0
\quad\Longrightarrow\quad
E(E-E_g)=P^2k^2 .
\]

This is a quadratic equation for \(E\), with solutions

\[
E_\pm=\frac{E_g}{2}\pm\sqrt{\frac{E_g^2}{4}+P^2k^2}.
\]

For \(P|k|\ll E_g\) the square root is \(E_g/2+P^2k^2/E_g\) to leading order. Therefore

\[
E_+\simeq E_g+\frac{P^2k^2}{E_g},\qquad
E_-\simeq-\frac{P^2k^2}{E_g}.
\]

The conduction-edge mass is defined by \(E_+\simeq E_g+\hbar^2k^2/(2m)\). Comparing the coefficients of \(k^2\) gives

\[
P^2=\frac{\hbar^2E_g}{2m}=A\,\frac{m_0}{m}\,E_g .
\]

The valence band has the same curvature with the opposite sign, so the light hole also has mass \(m\). This symmetry belongs to the two-band model; part (g) shows how a third band breaks it. For the data,

\[
P=\sqrt{\frac{0.0381\times0.74}{0.042}}\ \text{eV nm}=0.819\ \text{eV nm}.
\]

## Part (b): states inside the gap

**Question.** Find the decay constant of a state with \(0<E<E_g\). Determine how its weight is shared between the two bands, and whether a single decaying wave carries current.

**Answer.** Inside the gap \(E>0\) and \(E-E_g<0\), so \(k^2\) is negative. Write \(k=\pm i\kappa\) with \(\kappa>0\). Then \(e^{ikx}=e^{\mp\kappa x}\), and

\[
\kappa^2=\frac{E(E_g-E)}{P^2}
=\frac{2m}{\hbar^2}\,\frac{E(E_g-E)}{E_g}.
\]

The constant \(\kappa\) describes the decay of the amplitude; the density decays with \(2\kappa\). Outside the gap the product \(E(E-E_g)\) is positive, \(k\) is real, and the states travel. The decay constant vanishes at both band edges, where the evanescent branch joins the two real bands.

The first row of the matrix equation gives \(Pkb=(E-E_g)a\). For the wave decaying towards positive \(x\), \(k=i\kappa\), so

\[
\frac{b}{a}=\frac{E-E_g}{iP\kappa}
=i\,\frac{E_g-E}{P\kappa},
\qquad
\left|\frac{b}{a}\right|^2
=\frac{(E_g-E)^2}{E(E_g-E)}=\frac{E_g-E}{E}.
\]

The conduction share is therefore

\[
\frac{|a|^2}{|a|^2+|b|^2}
=\frac{1}{1+(E_g-E)/E}=\frac{E}{E_g}.
\]

The state changes continuously from valence to conduction character as its energy crosses the gap. At midgap the two shares are equal.

The velocity operator is \(\hbar^{-1}\partial H/\partial k\), whose only entries are \(P/\hbar\) off the diagonal. The current density is thus proportional to \(a^*b+b^*a=2\,\mathrm{Re}(a^*b)\). Since \(b/a\) is imaginary, this is zero. One decaying wave carries no current; transmission through a finite barrier needs both the decaying and the growing wave.

## Part (c): the fastest decay

**Question.** Show that the maximum evanescent wave vector is about 0.45 per nm. State the energy at which it occurs and how strongly the result depends on the mass.

**Answer.** Complete the square in the numerator of \(\kappa^2\):

\[
E(E_g-E)=\frac{E_g^2}{4}-\left(E-\frac{E_g}{2}\right)^2 .
\]

The subtracted square is never negative and vanishes at \(E=E_g/2\). The maximum is therefore at midgap, 0.37 eV above the valence edge, and

\[
\kappa_{\max}=\frac{E_g}{2P}
=\frac{\sqrt{mE_g/2}}{\hbar}.
\]

The second form follows from \(E_g^2/(4P^2)=(E_g^2/4)(2m/\hbar^2E_g)=mE_g/(2\hbar^2)\). In the given units \(m/\hbar^2=(m/m_0)/(2A)\), so

\[
\kappa_{\max}^2=\frac{(m/m_0)E_g}{4A}
=\frac{0.042\times0.74}{4\times0.0381}\ \text{nm}^{-2}
=0.204\ \text{nm}^{-2},
\]

\[
\boxed{\kappa_{\max}\simeq0.45\ \text{nm}^{-1}
=4.5\times10^6\ \text{cm}^{-1}.}
\]

The amplitude falls by a factor \(e\) in 2.2 nm and the density in 1.1 nm. These are the shortest decay lengths on this branch.

The mass in the formula is the conduction-edge mass. The reduced mass of the electron and light hole is \(m_r=m/2\), and in terms of it \(\kappa_{\max}=\sqrt{m_rE_g}/\hbar\). The number is the same if each mass is used with its own formula.

At fixed gap \(\kappa_{\max}\propto\sqrt m\). Masses of 0.041 and 0.043 \(m_0\) give 0.446 and 0.457 nm\(^{-1}\), a change of about 1% either way.

The maximum is broad. Dividing the two expressions for \(\kappa\) gives

\[
\frac{\kappa(E)}{\kappa_{\max}}
=\sqrt{1-\left(\frac{2E}{E_g}-1\right)^2}.
\]

At one quarter and three quarters of the gap this ratio is \(\sqrt3/2\), and \(\kappa=0.39\) nm\(^{-1}\). Even at one tenth of the gap it is 0.6, with \(\kappa=0.27\) nm\(^{-1}\).

## Part (d): why one band is not enough

**Question.** Continue a single parabolic conduction band of the same mass into the gap. Compare its decay constant with that of the two-band model.

**Answer.** The parabolic band is \(E=E_g+\hbar^2k^2/(2m)\). Setting \(k=i\kappa_1\) gives

\[
\kappa_1^2=\frac{2m}{\hbar^2}(E_g-E),
\qquad
\frac{\kappa^2}{\kappa_1^2}=\frac{E}{E_g}.
\]

Just below the conduction edge the ratio tends to one, so the single band is adequate there. Lower in the gap it decays too fast. At midgap \(\kappa_1=\sqrt2\,\kappa_{\max}=0.64\) nm\(^{-1}\), and at the valence edge

\[
\kappa_1=\frac{\sqrt{2mE_g}}{\hbar}=2\kappa_{\max}
=0.90\ \text{nm}^{-1}.
\]

There the two-band decay constant is zero. The single band has no interior maximum because it contains no valence band for the evanescent branch to join.

## Part (e): tunnelling in a uniform field

**Question.** A field of 1 MV/cm exerts a force of magnitude \(F=0.1\) eV/nm on the electron. Find the semiclassical probability of tunnelling from the valence to the conduction band. Show that it is also the asymptotic transition probability of the full two-band equation in a uniform field.

**Answer.** As the electron crosses the tilted gap, its energy relative to the local valence edge rises from 0 to \(E_g\), with \(dE=F\,dx\). The distance is \(E_g/F=7.4\) nm. The probability is \(W\simeq e^{-S}\), where

\[
S=2\int\kappa\,dx
=\frac{2}{FP}\int_0^{E_g}\sqrt{E(E_g-E)}\,dE .
\]

The integrand is the height of a semicircle of radius \(E_g/2\), whose area is \(\pi E_g^2/8\). Hence

\[
S=\frac{\pi E_g^2}{4PF}
=\frac{\pi\kappa_{\max}E_g}{2F},
\]

where \(E_g/P=2\kappa_{\max}\) was used. Numerically,

\[
S=\frac{\pi\times0.4516\times0.74}{2\times0.1}=5.25,
\qquad W=5.3\times10^{-3}.
\]

For the full equation, let the force sweep the wave vector: \(\hbar\,dk/dt=F\), so \(i\hbar\,d/dt=iF\,d/dk\). Subtract the common energy \(E_g/2\), and use the sum and difference of the band amplitudes, \(u=(a+b)/\sqrt2\) and \(v=(a-b)/\sqrt2\). With \(V=E_g/2\) the equations become

\[
iFu'=Pku+Vv,\qquad iFv'=Vu-Pkv,
\]

where a prime means \(d/dk\). The state \(u\) has energy \(Pk\) far from \(k=0\). It lies in the valence band at \(k\to-\infty\) and in the conduction band at \(k\to+\infty\). Remaining in \(u\) therefore means tunnelling.

Insert \(v=(iFu'-Pku)/V\) from the first equation into the second. The terms in \(ku'\) cancel, leaving

\[
F^2u''+(P^2k^2+V^2+iFP)u=0 .
\]

This is a parabolic-cylinder equation. Try \(u\sim k^s e^{-iPk^2/(2F)}\) at large \(|k|\). Then

\[
F^2\frac{u''}{u}\simeq-P^2k^2-2isPF-iPF,
\]

and the constant terms balance if \(s=-i\gamma\), with \(\gamma=V^2/(2PF)\).

The solution that is purely \(u\) at \(k\to-\infty\) is the parabolic-cylinder function that decays along \(\arg k=3\pi/4\). Its leading form can be continued through the upper half-plane from \(\arg k=\pi\) to \(\arg k=0\). On the positive real axis the other exponential enters \(u\) only at relative order \(1/k\), which vanishes in the limit. Along this path \(|k^{-i\gamma}|\) falls from \(e^{\pi\gamma}\) to 1, so

\[
W=\left|\frac{u(+\infty)}{u(-\infty)}\right|^2
=e^{-2\pi\gamma}
=e^{-\pi V^2/(PF)}
=e^{-\pi E_g^2/(4PF)}=e^{-S}.
\]

This is the Landau–Zener result. For this model and a uniform field that extends far beyond both band edges, the semiclassical exponential needs no prefactor. If the field ends close to the edges, a prefactor of order one appears; for a ramp that stops abruptly 0.05 to 0.1 eV past each edge it is about 1.7 to 1.8. Direct integration of the swept equation from \(k=-12\) to \(+12\) nm\(^{-1}\), starting in the valence-band state and projecting on the conduction-band state at the end, gives \(W=0.00525\), in agreement. Using these band states instead of \(u\) removes most of the slowly vanishing \(1/k\) term.

The single parabolic band of part (d) would give

\[
S_1=\frac{2}{F}\,\frac{2\kappa_{\max}}{\sqrt{E_g}}
\int_0^{E_g}\sqrt{E_g-E}\,dE
=\frac{8\kappa_{\max}E_g}{3F}=8.91 .
\]

The corresponding exponential is \(1.3\times10^{-4}\), about 39 times smaller at the same field, gap and mass.

## Part (f): transverse motion and a thin film

**Question.** A transverse wave vector \(q\) replaces the off-diagonal entries by \(P(k-iq)\) and \(P(k+iq)\). Find its effect on the maximum and on the tunnelling exponent. Estimate both for a 10 nm film, taking \(q=\pi/(10\ \text{nm})\).

**Answer.** The product of the off-diagonal entries is now \(P^2(k^2+q^2)\), so \(E(E-E_g)=P^2(k^2+q^2)\). With \(k=i\kappa_x\),

\[
\kappa_x^2=\frac{E(E_g-E)}{P^2}+q^2 .
\]

The transverse term does not depend on energy. The maximum stays at midgap and becomes \(\sqrt{\kappa_{\max}^2+q^2}\). The value in part (c) is thus a maximum over energy at \(q=0\), not an upper bound for every transverse wave vector.

Completing the square again gives

\[
P^2\kappa_x^2=R^2-\left(E-\frac{E_g}{2}\right)^2,
\qquad R^2=\frac{E_g^2}{4}+P^2q^2 .
\]

The forbidden range has widened from \(E_g\) to \(2R\). The semicircle now has radius \(R\) and area \(\pi R^2/2\), so

\[
S_q=\frac{2}{FP}\,\frac{\pi R^2}{2}
=S\left(1+\frac{4P^2q^2}{E_g^2}\right)
=S\left(1+\frac{q^2}{\kappa_{\max}^2}\right).
\]

In a bulk junction the probability therefore falls as \(e^{-Sq^2/\kappa_{\max}^2}\). It drops by a factor \(e\) at \(q=\kappa_{\max}/\sqrt S\simeq0.20\) nm\(^{-1}\), so tunnelling favours electrons with a small transverse wave vector.

For the film \(q=0.314\) nm\(^{-1}\), and

\[
\sqrt{0.4516^2+0.3142^2}\ \text{nm}^{-1}=0.55\ \text{nm}^{-1},
\qquad
S_q=5.249\left(1+\frac{0.3142^2}{0.4516^2}\right)=7.8 .
\]

The maximum rises by 22%, and the probability falls to \(4.1\times10^{-4}\), about 13 times below the \(q=0\) value at the same field. The choice \(q=\pi/\text{width}\) makes a single-band envelope vanish at the surfaces. The two amplitudes of this model cannot both vanish there, so the choice is only a rough estimate. Suppose instead that outside the film the gap is very wide and centred on the same midgap energy. Matching both amplitudes at the surfaces of a film of width \(w\) then gives \(\tan(qw)=-q/\kappa_{\max}\). For 10 nm the lowest positive root is \(q=0.26\) nm\(^{-1}\), the maximum is 0.52 nm\(^{-1}\), and the probability is about \(9\times10^{-4}\). The surface condition thus changes the probability by a factor of about two.

## Part (g): how far the number can be trusted

**Question.** Estimate how the split-off valence band and the free-electron kinetic energy change \(\kappa_{\max}\), keeping \(E_g\) and \(m\) fixed. Take a rough spin-orbit splitting \(\Delta=0.33\) eV. Then discuss the result for a real tunnel junction.

**Answer.** In the three-level Kane model the conduction state couples with strength \(\sqrt{2/3}\,P_Kk\) to the light-hole level at 0, and with \(\sqrt{1/3}\,P_Kk\) to the split-off level at \(-\Delta\). Eliminating the two valence amplitudes gives

\[
E-E_g=P_K^2k^2\left[\frac{2}{3E}+\frac{1}{3(E+\Delta)}\right]
=P_K^2k^2\,\frac{E+2\Delta/3}{E(E+\Delta)} .
\]

At the conduction edge the coefficient of \(k^2\) must equal \(\hbar^2/(2m)\), which fixes \(P_K\). Dividing the resulting \(\kappa_K^2\) by the two-band \(\kappa^2\) leaves

\[
\frac{\kappa_K^2}{\kappa^2}
=\frac{E+\Delta}{E+2\Delta/3}\,
\frac{E_g+2\Delta/3}{E_g+\Delta}.
\]

At midgap this is \((0.70/0.59)(0.96/1.07)=1.06\), an increase of about 3% in \(\kappa\). The ratio grows towards the valence edge, where it reaches \((3/2)(0.96/1.07)=1.35\). Near that edge \(\kappa^2\) is proportional to the light-hole mass, so the light hole is now 1.35 times as heavy as the conduction electron. Because the ratio grows downwards, the maximum moves down to 0.35 eV. Its value is 0.467 nm\(^{-1}\), 3.3% above the two-band result. The exponent rises from 5.25 to 5.47, which lowers \(e^{-S}\) by about 20%.

The free-electron term adds \(Ak^2\) to both diagonal entries. Keeping the conduction mass fixed now requires

\[
\frac{P_f^2}{E_g}=\frac{\hbar^2}{2m}-A,
\qquad
P_f^2=P^2\left(1-\frac{m}{m_0}\right).
\]

For \(k=i\kappa\) the determinant condition is

\[
P_f^2\kappa^2=(E_g-E-A\kappa^2)(E+A\kappa^2)
=\frac{E_g^2}{4}-\left(E+A\kappa^2-\frac{E_g}{2}\right)^2 .
\]

The largest possible value is \(\kappa=E_g/(2P_f)=\kappa_{\max}/\sqrt{1-m/m_0}\), reached slightly below midgap. This is 0.461 nm\(^{-1}\), an increase of 2.2%. The same determinant also has a real root near \(k\simeq P_f/A\simeq21\) nm\(^{-1}\), where the added term has bent the valence band upwards. It lies beyond the Brillouin zone and is an artefact of the model.

These two increases should not be added and read as the correction for the real material, because the remote bands are still missing and act the other way. An eight-band model along [100], with rough values \(P_K^2/A=22\) to 25 eV and remote-band terms adjusted to the same conduction mass, gives a light hole about 1.1 to 1.2 times as heavy as the electron and a maximum within about 2% of the two-band value.

The heavy-hole branch is a separate matter. At \(q=0\) it is taken as decoupled from the light branch. With a rough mass of 0.45 \(m_0\), its parabolic continuation has \(\kappa\simeq2.1\) nm\(^{-1}\) at midgap. This mass depends on direction, from roughly 0.4 \(m_0\) along [100] to 0.75 \(m_0\) along [111], which spreads \(\kappa\) from about 1.9 to 2.7 nm\(^{-1}\). The maximum of 0.45 nm\(^{-1}\) therefore refers to the light branch, which penetrates farther.

In a real In\(_{0.53}\)Ga\(_{0.47}\)As tunnel transistor, the gap and mass used here are typical rough values, and 1 MV/cm is of the order of the intended junction field. The assumption of a bulk gap fails in a thin film: confinement in a 10 nm film raises \(\kappa_{\max}\) by about 16% or 22% in the two estimates above. Both assume impenetrable surroundings and leave out the heavy hole, which mixes with the light branch in a film, so they show only the rough size of the effect. Heavy doping acts the other way. A rough narrowing of 0.05 eV at fixed \(P\) lowers it by 7%, to 0.42 nm\(^{-1}\), because \(\kappa_{\max}=E_g/(2P)\). Cooling widens the gap; a rough low-temperature value of 0.81 eV, again at fixed \(P\), gives 0.49 nm\(^{-1}\). The field is also not uniform over the tunnelling distance, and defects or phonons can open other paths; these effects are not sized here. The value 0.45 nm\(^{-1}\) is thus the two-band result for undoped bulk material at 300 K. The numerical output lists most of the values behind these estimates.

## Numbers as computed

```
hbar^2/(2 m0): 0.0381 eV nm^2
Gap Eg (rough, 300 K): 0.74 eV
Conduction mass m (rough): 0.042 m0
Interband coupling P: 0.8193 eV nm
kappa at E = 0.074 eV: 0.2710 1/nm
kappa at E = 0.185 eV: 0.3911 1/nm
kappa at E = 0.370 eV: 0.4516 1/nm
kappa at E = 0.555 eV: 0.3911 1/nm
kappa at E = 0.666 eV: 0.2710 1/nm
Energy of maximum, from scan: 0.37 eV
Maximum kappa, from scan: 0.4516 1/nm
Maximum kappa, from formula: 0.4516 1/nm
Maximum kappa, converted: 4.516e+06 1/cm
Maximum kappa for m = 0.041 m0: 0.4462 1/nm
Maximum kappa for m = 0.043 m0: 0.4569 1/nm
Shortest amplitude decay length: 2.214 nm
Shortest density decay length: 1.107 nm
One-band kappa at valence edge: 0.9032 1/nm
Field: 1 MV/cm
Force: 0.1 eV/nm
Tunnelling distance Eg/force: 7.4 nm
Two-band exponent: 5.249
exp(-two-band exponent): 0.005251
Probability from swept equation: 0.005251
One-band exponent: 8.911
exp(-one-band exponent): 0.0001348
Film width: 10 nm
Film transverse wave vector q: 0.3142 1/nm
Film maximum kappa: 0.5501 1/nm
Film change of maximum: 21.8 %
Film exponent: 7.79
Film probability from swept equation: 0.0004141
Split-off splitting (rough): 0.33 eV
Split-off model maximum kappa: 0.4665 1/nm
Split-off model energy of maximum: 0.351 eV
Split-off change of maximum: 3.31 %
Split-off model exponent: 5.466
Free-term model maximum kappa: 0.4614 1/nm
Free-term change of maximum: 2.17 %
Low-temperature gap (rough): 0.81 eV
Low-temperature maximum kappa: 0.4943 1/nm
Low-temperature change: 9.46 %
Doping gap narrowing (rough): 0.05 eV
Narrowed-gap maximum kappa: 0.4211 1/nm
Narrowed-gap change: -6.76 %
Heavy-hole mass (rough): 0.45 m0
Heavy-hole kappa at midgap: 2.09 1/nm
```
